# The Röntgen term and the He-McKellar-Wilkens and Aharonov-Casher phases

## Definitions and conventions

SI units are used. An atom consists of a charge $+q$ of mass $m_1$ at $\mathbf r_1$ and a charge $-q$ of mass $m_2$ at $\mathbf r_2$. Its total mass is $M=m_1+m_2$, its centre of mass is $\mathbf R$, with velocity $\mathbf V=\dot{\mathbf R}$, and

$$\mathbf r=\mathbf r_1-\mathbf r_2,\qquad \mathbf d=q\mathbf r,\qquad a=\frac{m_2}{M},\quad b=\frac{m_1}{M},\quad \delta=a-b .$$

Hence $\mathbf r_1=\mathbf R+a\mathbf r$ and $\mathbf r_2=\mathbf R-b\mathbf r$, with $a+b=1$. The external fields are static, $\mathbf E=-\nabla\Phi$ and $\mathbf B=\nabla\times\mathbf A$. The motion is slow compared with light, and the fields vary little across the atom. Planar loops run anticlockwise about $\hat{\mathbf z}$, with unit tangent $\mathbf t$ and outward normal $\mathbf n=\mathbf t\times\hat{\mathbf z}$.

## The Röntgen term

With binding energy $W(r)$ and reduced mass $m_r=m_1m_2/M$, minimal coupling gives

$$L=\tfrac12MV^2+\tfrac12m_r\dot r^2-W+q\dot{\mathbf r}_1\!\cdot\!\mathbf A(\mathbf r_1)-q\dot{\mathbf r}_2\!\cdot\!\mathbf A(\mathbf r_2)-q\Phi(\mathbf r_1)+q\Phi(\mathbf r_2).$$

Expand about $\mathbf R$, counting $\mathbf r$ and $\dot{\mathbf r}$ as first order:

$$\dot{\mathbf r}_1\cdot\mathbf A(\mathbf r_1)=\mathbf V\cdot\mathbf A+a\,\dot{\mathbf r}\cdot\mathbf A+a\,\mathbf V\cdot(\mathbf r\cdot\nabla)\mathbf A+\dots$$

For the second charge, $a$ is replaced by $-b$. In the difference $\mathbf V\cdot\mathbf A$ cancels, because the atom is neutral, and $a+b=1$ leaves

$$L_A=\dot{\mathbf d}\cdot\mathbf A+\mathbf V\cdot(\mathbf d\cdot\nabla)\mathbf A .$$

The scalar potential gives $-\mathbf d\cdot\nabla\Phi=\mathbf d\cdot\mathbf E$ in the same way. Now subtract the total derivative

$$\frac{d}{dt}(\mathbf d\cdot\mathbf A)=\dot{\mathbf d}\cdot\mathbf A+\mathbf d\cdot(\mathbf V\cdot\nabla)\mathbf A .$$

This leaves the equations of motion unchanged. In quantum mechanics it multiplies the wave function by $e^{-i\mathbf d\cdot\mathbf A/\hbar}$, which is single-valued when $\mathbf A$ is. The remainder is

$$V_id_j(\partial_jA_i-\partial_iA_j)=V_id_j\,\epsilon_{jik}B_k=\mathbf d\cdot(\mathbf V\times\mathbf B).$$

A cyclic permutation of the triple product gives

$$L=\tfrac12MV^2+\mathbf d\cdot\mathbf E+\mathbf V\cdot(\mathbf B\times\mathbf d)+L_{\rm int}.\tag{1}$$

The third term is the Röntgen term. It says that the dipole responds to $\mathbf E+\mathbf V\times\mathbf B$, the electric field in its rest frame to first order in $V/c$.

**Uniform fields.** Here no expansion is needed. Take $\mathbf A(\mathbf x)=\tfrac12\mathbf B\times\mathbf x$, which is linear in $\mathbf x$. The two charges then give

$$q\left[\dot{\mathbf r}\cdot\mathbf A(\mathbf R)+\mathbf V\cdot\mathbf A(\mathbf r)+(a^2-b^2)\,\dot{\mathbf r}\cdot\mathbf A(\mathbf r)\right].$$

Subtracting $q[\dot{\mathbf r}\cdot\mathbf A(\mathbf R)+\mathbf r\cdot\mathbf A(\mathbf V)]$ and using $\mathbf r\cdot\mathbf A(\mathbf V)=-\mathbf V\cdot\mathbf A(\mathbf r)$ and $a^2-b^2=\delta$ leaves

$$q\mathbf V\cdot(\mathbf B\times\mathbf r)+\tfrac12q\delta\,\mathbf B\cdot(\mathbf r\times\dot{\mathbf r}).$$

The last term is the internal orbital Zeeman coupling. It vanishes for equal masses.

## Momentum and force

From (1) the canonical momentum is

$$\mathbf P=M\mathbf V+\mathbf B\times\mathbf d .$$

To see that this is consistent with the Lorentz force, set $\mathbf E=0$. The Euler-Lagrange equation is

$$M\dot{\mathbf V}=\nabla[\mathbf d\cdot(\mathbf V\times\mathbf B)]-[(\mathbf V\cdot\nabla)\mathbf B]\times\mathbf d-\mathbf B\times\dot{\mathbf d}.$$

Let $\mathbf C=\mathbf d\times\mathbf V$, so the first term is $\nabla(\mathbf C\cdot\mathbf B)$ with $\mathbf C$ held fixed. Since $V_jd_l-d_jV_l=-\epsilon_{jlm}C_m$, contracting two $\epsilon$ symbols gives

$$\mathbf V\times(\mathbf d\cdot\nabla)\mathbf B-\mathbf d\times(\mathbf V\cdot\nabla)\mathbf B=\nabla(\mathbf C\cdot\mathbf B)-\mathbf C\,\nabla\cdot\mathbf B .$$

With $\nabla\cdot\mathbf B=0$ the equation of motion becomes

$$M\dot{\mathbf V}=\dot{\mathbf d}\times\mathbf B+\mathbf V\times(\mathbf d\cdot\nabla)\mathbf B,$$

which is the first-order expansion of $q\dot{\mathbf r}_1\times\mathbf B(\mathbf r_1)-q\dot{\mathbf r}_2\times\mathbf B(\mathbf r_2)$. In uniform $\mathbf B$ and $\mathbf E$ it reduces to $M\dot{\mathbf V}=\dot{\mathbf d}\times\mathbf B$, so $\mathbf K=M\mathbf V+\mathbf B\times\mathbf d$ is conserved.

## A quantum atom with an induced dipole

In an atom $\mathbf d$ is an operator, and an applied field induces its mean value. Harmonic binding $W=\tfrac12\kappa r^2$, with polarizability $\alpha=q^2/\kappa$, lets this be solved in closed form. Take uniform fields with $\mathbf B=B\hat{\mathbf z}$ and $\mathbf E,\mathbf K\perp\mathbf B$. The internal motion along $z$ separates and adds a constant energy. In the plane, $\mathbf p=m_r\dot{\mathbf r}+\tfrac12q\delta\mathbf B\times\mathbf r$ and

$$H=\frac{(\mathbf K-q\mathbf B\times\mathbf r)^2}{2M}+\frac{(\mathbf p-\frac12q\delta\mathbf B\times\mathbf r)^2}{2m_r}+\tfrac12\kappa r^2-q\mathbf r\cdot\mathbf E .$$

Because $\mathbf K\cdot(\mathbf B\times\mathbf r)=\mathbf r\cdot(\mathbf K\times\mathbf B)$, the terms outside the square that contains $\mathbf p$ add up to

$$\frac{K^2}{2M}+\tfrac12\kappa'r^2-q\mathbf r\cdot\Big(\mathbf E+\frac{\mathbf K\times\mathbf B}{M}\Big),\qquad \kappa'=\kappa+\frac{q^2B^2}{M}.$$

Shift $\mathbf r$ to the minimum of this potential. The shift adds a constant to the internal vector potential, which a phase factor linear in $\mathbf r$ removes. With $M_*=M+\alpha B^2$ one has $q^2/\kappa'=\alpha M/M_*$, so the ground energy is

$$\mathcal E(\mathbf K)=\text{const}+\frac{K^2}{2M}-\frac{\alpha M}{2M_*}\Big|\mathbf E+\frac{\mathbf K\times\mathbf B}{M}\Big|^2 .$$

Expand the square, using $\mathbf E\cdot(\mathbf K\times\mathbf B)=\mathbf K\cdot(\mathbf B\times\mathbf E)$. The coefficient of $K^2$ is

$$\frac1{2M}-\frac{\alpha B^2}{2MM_*}=\frac1{2M_*},$$

and the linear term is $-\alpha\mathbf K\cdot(\mathbf B\times\mathbf E)/M_*$. Completing the square in $\mathbf K$ requires subtracting $\alpha^2B^2E^2/2M_*$. Together with $-\alpha ME^2/2M_*$ this makes $-\tfrac12\alpha E^2$:

$$\boxed{\mathcal E(\mathbf K)=\text{const}-\tfrac12\alpha E^2+\frac{(\mathbf K-\mathbf B\times\alpha\mathbf E)^2}{2(M+\alpha B^2)}}\tag{2}$$

The momentum shift contains the full dipole $\alpha\mathbf E$, while the Stark energy has the factor $\tfrac12$. The classical Lagrangian $\tfrac12MV^2+\tfrac12\alpha(\mathbf E+\mathbf V\times\mathbf B)^2$ shows why: its cross term appears twice in the square. Its last term, $\tfrac12\alpha(\mathbf V\times\mathbf B)^2$, supplies the extra mass.

As an illustration set $\hbar=q=\kappa=1$, $m_1=1$, $m_2=3$, $B=0.8$ and $\mathbf E=(0.3,0.1)$. The shift is $\mathbf B\times\alpha\mathbf E=(-0.08,0.24)$ and the effective mass is $4+0.64=4.64$. Diagonalizing $H$ in $14\times14$ oscillator functions, at $\mathbf K$ equal to this shift, lowers the ground energy by $0.0500$ from its value at $\mathbf E=\mathbf K=0$. This is $\tfrac12(0.3^2+0.1^2)$.

## From momentum shift to phase

Let $\mathbf E$ now vary slowly with $\mathbf R$, with the atom staying in its nondegenerate internal ground state. Replacing $\mathbf K$ by $\mathbf P=-i\hbar\nabla$ in (2) gives, at leading order,

$$H_{\rm eff}=\frac{(\mathbf P-\boldsymbol{\mathcal A})^2}{2M_*}+U,\qquad \boldsymbol{\mathcal A}=\mathbf B\times\mathbf d,\quad U=-\tfrac12\alpha E^2,$$

with $\mathbf d=\alpha\mathbf E$. For a fixed dipole $M_*$ is replaced by $M$, and $U=-\mathbf d\cdot\mathbf E$. Where $\nabla\times\boldsymbol{\mathcal A}=0$, write $\psi=e^{iS/\hbar}\psi_0$ with $\nabla S=\boldsymbol{\mathcal A}$. Then

$$(-i\hbar\nabla-\boldsymbol{\mathcal A})\psi=e^{iS/\hbar}(-i\hbar\nabla)\psi_0,$$

so $\boldsymbol{\mathcal A}$ has no local effect. Two arms that enclose an excluded region nevertheless acquire the relative phase

$$\boxed{\varphi_{\rm HMW}=\frac1\hbar\oint(\mathbf B\times\mathbf d)\cdot d\mathbf R}\tag{3}$$

This is the He-McKellar-Wilkens (HMW) phase. Its sign is that of the arm traversed forwards along the loop, relative to the other.

The phase also shifts energy levels. On a closed guide of length $\ell$ with constant $U$, an eigenfunction is $\exp[i(ps+\int_0^s\mathcal A_s\,ds')/\hbar]$. Single-valuedness requires $p\ell/\hbar+\varphi=2\pi n$, so for a ring of radius $R_0$ (with $M_*$ in place of $M$ for an induced dipole)

$$E_n=U+\frac{\hbar^2}{2MR_0^2}\Big(n-\frac{\varphi}{2\pi}\Big)^2 .$$

The distribution of $\mathcal A_s$ along the guide drops out. For $\varphi=1.90$ rad the lowest two kinetic levels are $0.0914$ and $0.4867$ in units of $\hbar^2/2MR_0^2$, from $n=0$ and $n=1$.

## Which fields give a phase

**Fixed dipole.** Let $\mathbf d=d\hat{\mathbf z}$ and let $\mathbf B$ be independent of $z$. Along the loop

$$\mathbf t\cdot(\mathbf B\times\hat{\mathbf z})=\mathbf B\cdot(\hat{\mathbf z}\times\mathbf t)=-\mathbf B\cdot\mathbf n,\qquad \varphi=-\frac d\hbar\oint\mathbf B\cdot\mathbf n\,dl .$$

The integral is the outward magnetic flux per unit length. It vanishes because $\nabla\cdot\mathbf B=0$, whatever currents the loop encloses. An ideal line of magnetic monopoles with flux $\beta$ per length would give $-d\beta/\hbar$. Equation (1) still applies locally outside such a line, where a vector potential exists.

**Opposite dipoles on two arms.** A phase without monopoles is possible if $\mathbf d$ depends on position. Let two parallel straight sections of length $\ell$ along $\hat{\mathbf x}$ lie in the same uniform $\mathbf B$, with dipoles $+\mathbf d$ and $-\mathbf d$. These sections contribute the phase difference $2\ell\,\hat{\mathbf x}\cdot(\mathbf B\times\mathbf d)/\hbar$. It grows with $\ell$. If the dipoles are induced by a charged septum of length $\ell$ and charge $\sigma$ per area between the arms, extended along $\mathbf B=B\hat{\mathbf z}$, this is a case of (4) below: with $E=\sigma/2\varepsilon_0$ the phase is $\alpha B\sigma\ell/\varepsilon_0\hbar$, fixed by the enclosed charge and the same for any loop around the septum.

**Induced dipole around a line charge.** Take uniform $\mathbf B=B\hat{\mathbf z}$ and a line along $z$ with charge $\lambda$ per length, so that $\mathbf E=\lambda\hat{\boldsymbol\rho}/(2\pi\varepsilon_0\rho)$. Then

$$\nabla\times(\mathbf B\times\alpha\mathbf E)=\alpha\mathbf B\,\nabla\cdot\mathbf E-\alpha(\mathbf B\cdot\nabla)\mathbf E=0$$

off the line: the first term vanishes there, and the second because $\mathbf E$ is independent of $z$. With $\mathbf t\cdot(\hat{\mathbf z}\times\mathbf E)=\mathbf E\cdot\mathbf n$, Gauss's law gives

$$\boxed{\varphi_{\rm HMW}=\frac{\alpha B}{\hbar}\oint\mathbf E\cdot\mathbf n\,dl=\frac{\alpha B\lambda}{\varepsilon_0\hbar}}\tag{4}$$

for one turn around the line, and zero for a loop that does not enclose it. Within the leading-order description the phase depends neither on the shape of the loop nor on the speed. It reverses with $B$.

## What else contributes

The Stark potential in $U$ exerts a force and gives each arm a phase $\hbar^{-1}\int\tfrac12\alpha E^2dt$. This depends on speed and path but not on the sign of $B$. It cancels between matched arms, and reversing $B$ separates any remainder from the HMW phase. If the atom also has a fixed magnetic moment, a Zeeman phase odd in $B$ can appear, and reversal alone does not remove it. A moment also acquires the Aharonov-Casher phase (5) from the same line charge. If the moment follows $\mathbf B$, that phase reverses with $B$ and switches on with $E$, just as the HMW phase does.

The internal state can add a Berry phase as $\mathbf E$ turns. For the harmonic atom at rest the mean separation is $\mathbf r_0=\alpha\mathbf E/q$, and the internal state is

$$\phi=e^{i\mathbf k\cdot\mathbf r}\chi(\mathbf r-\mathbf r_0),\qquad \hbar\mathbf k=\tfrac12q\delta\mathbf B\times\mathbf r_0,$$

with $\chi$ real and rotationally symmetric in the plane. The derivative of $\chi$ has no overlap with $\chi$, so $\langle\phi|d\phi\rangle=i\mathbf r_0\cdot d\mathbf k$. For one turn at constant $E$,

$$\gamma=i\oint\langle\phi|d\phi\rangle=-\oint\mathbf r_0\cdot d\mathbf k=\frac{q\delta}{2\hbar}\oint\mathbf B\cdot(\mathbf r_0\times d\mathbf r_0)=\frac{\pi q\delta Br_0^2}{\hbar}.$$

On a circle of radius $\rho$ the HMW phase is $2\pi\rho Bqr_0/\hbar$, so the ratio is $\gamma/\varphi_{\rm HMW}=\delta r_0/(2\rho)$. The field gradient across the atom, left out of (1), enters at the same order. On the circle $E\propto1/\rho$ and $\mathbf r$ is radial, so the force on the relative coordinate is $q[aE(\rho+ar)+bE(\rho-br)]\approx qE(1-\delta r/\rho)$. The separation becomes $r_0(1-\delta r_0/\rho)$, which changes the phase by the fraction $-\delta r_0/\rho$. Together with the Berry phase, and to lowest order in $B$, this gives a net relative correction of $-\delta r_0/(2\rho)$. Both terms are small when the charge displacement is small compared with the loop.

## The Aharonov-Casher phase

Now consider a small current loop, neutral in its rest frame, with current $I$, area vector $\mathbf a=\tfrac12\oint\mathbf r\times d\mathbf r$ and moment $\boldsymbol\mu=I\mathbf a$. The current is prescribed, and polarization of the loop by the external field is left out. Let the loop move with velocity $\mathbf V$ through a static $\mathbf E$, with $\mathbf B=0$.

Positions of the carriers at the same laboratory time $t=0$ belong to the rest-frame times $t'=-\mathbf V\cdot\mathbf r/c^2$, to first order in $V/c$. A carrier with velocity $\mathbf u$ is therefore displaced by $-\mathbf u(\mathbf V\cdot\mathbf r)/c^2$ relative to the neutral arrangement. Summing charge times displacement gives the electric dipole

$$\mathbf d_{\rm m}=-\frac I{c^2}\oint(\mathbf V\cdot\mathbf r)\,d\mathbf r .$$

The integral of $d[(\mathbf V\cdot\mathbf r)\mathbf r]$ around the loop is zero, so

$$\oint(\mathbf V\cdot\mathbf r)d\mathbf r=\tfrac12\oint[(\mathbf V\cdot\mathbf r)d\mathbf r-(\mathbf V\cdot d\mathbf r)\mathbf r]=\tfrac12\oint(\mathbf r\times d\mathbf r)\times\mathbf V=\mathbf a\times\mathbf V .$$

Therefore $\mathbf d_{\rm m}=\mathbf V\times\boldsymbol\mu/c^2$. Its energy in the field is $-\mathbf d_{\rm m}\cdot\mathbf E$, and the Lagrangian gains

$$\mathbf d_{\rm m}\cdot\mathbf E=\mathbf V\cdot\frac{\boldsymbol\mu\times\mathbf E}{c^2},\qquad \boxed{\varphi_{\rm AC}=\frac1{\hbar c^2}\oint(\boldsymbol\mu\times\mathbf E)\cdot d\mathbf R}\tag{5}$$

This is the Aharonov-Casher (AC) phase. For $\boldsymbol\mu=\mu\hat{\mathbf z}$ and a line charge along $z$, the same use of Gauss's law as in (4) gives

$$\varphi_{\rm AC}=\frac{\mu\lambda}{\varepsilon_0c^2\hbar}.$$

For motion in the plane the rest-frame magnetic field, $-\mathbf V\times\mathbf E/c^2$, lies along $z$. It exerts no torque on this moment, so the assumption of a fixed $\boldsymbol\mu$ is consistent.

## The duality

To first order in $V/c$ the rest-frame fields are $\mathbf E'=\mathbf E+\mathbf V\times\mathbf B$ and $\mathbf B'=\mathbf B-\mathbf V\times\mathbf E/c^2$. A particle with both moments has the coupling

$$\mathbf d\cdot\mathbf E'+\boldsymbol\mu\cdot\mathbf B'=\mathbf d\cdot\mathbf E+\boldsymbol\mu\cdot\mathbf B+\mathbf V\cdot(\mathbf B\times\mathbf d)+\mathbf V\cdot\frac{\boldsymbol\mu\times\mathbf E}{c^2}.$$

The difference between proper time and laboratory time is of second order. The replacement

$$\mathbf E\to c\mathbf B,\qquad c\mathbf B\to-\mathbf E,\qquad \mathbf d\to\boldsymbol\mu/c$$

turns $\mathbf B\times\mathbf d$ into $-\mathbf E\times\boldsymbol\mu/c^2=\boldsymbol\mu\times\mathbf E/c^2$. It also sends $\beta\to-\lambda/(\varepsilon_0c)$, so the monopole-line phase $-d\beta/\hbar$ becomes $+\mu\lambda/(\varepsilon_0c^2\hbar)$. The strict dual of the AC arrangement thus needs monopoles. The induced-dipole arrangement (4) avoids them because there the phase is $(B/\hbar)\oint\mathbf d\cdot\mathbf n\,dl$: the net outward flux is that of the radial dipole $\alpha\mathbf E$, supplied by the electric line charge, not that of $\mathbf B$.

## Worked example

Take a model atom with $\alpha=2.0\times10^{-39}$ C m²/V, $M=50$ u and speed $V=1000$ m/s, in $B=1.0$ T. It is guided along two half circles of radius $\rho=1.0$ mm around a line charge that produces $E=1.0\times10^6$ V/m there. The charge per length is $\lambda=2\pi\varepsilon_0\rho E=5.563\times10^{-8}$ C/m, and the induced dipole is $\alpha E=2.0\times10^{-33}$ C m. From (4),

$$\varphi_{\rm HMW}=\frac{2\pi\rho B\alpha E}{\hbar}=\frac{2\pi(10^{-3})(1.0)(2.0\times10^{-33})}{1.055\times10^{-34}}=0.119\ \text{rad}=6.83^\circ .$$

Direct quadrature of (3) on an ellipse centred at $(0.5,0.2)$ mm, with semi-axes 2 and 1 mm, gives the same $0.119$ rad.

Each arm takes $\pi\rho/V=3.14$ µs. Its Stark phase is $\tfrac12\alpha E^2(\pi\rho/V)/\hbar=29.8$ rad, much larger than the HMW phase. Their ratio is

$$\frac{\varphi_{\rm HMW}}{\varphi_{\rm Stark}}=\frac{4VB}{E}=4.0\times10^{-3}.$$

A relative difference of $0.40\%$ between the Stark phases of the arms would therefore imitate the effect at one sign of $B$. Since $E^2\propto\rho^{-2}$ and the path length is proportional to $\rho$, the Stark phase varies as $1/\rho$. A radius mismatch of about $0.4\%$ is enough to make the Stark phases differ by this much. Such a mismatch also changes the path length, and with it the field-independent phase $MV\pi\,\Delta\rho/\hbar$, by about $10^7$ rad. The comparison therefore refers only to the part of the phase that changes when the electric field is switched on.

The guide is an idealization: bending this atom around $1$ mm takes an acceleration of $10^9$ m/s² and a force of $8.3\times10^{-17}$ N, against a Stark force $\alpha E^2/\rho=2\times10^{-24}$ N, and the guide's own effect on the atom is left out. The Earth's rotation adds a field-independent phase $2M\Omega\pi\rho^2/\hbar$ of up to $0.36$ rad. Within the model the remaining corrections are small. The Stark energy is $2.4\times10^{-8}$ of the kinetic energy, and the relative mass change $\alpha B^2/M$ is $2.4\times10^{-14}$. If the displaced charge is one elementary charge, $r_0=\alpha E/e=1.25\times10^{-14}$ m. With $|\delta|=1$, the harmonic model then gives a Berry phase $r_0/(2\rho)=6.2\times10^{-12}$ times the HMW phase.

For comparison, remove $B$ and send a particle with a moment of one Bohr magneton, $\mu=9.274\times10^{-24}$ J/T along $z$, around the same line:

$$\varphi_{\rm AC}=\frac{2\pi\rho\mu E}{\hbar c^2}=6.15\ \text{mrad}=0.352^\circ .$$

The ratio of the two phases is $\alpha Bc^2/\mu=19.4$. The line charge cancels from it, so for this $\alpha$ and $\mu$ it is set by $B$ alone.

Numerical values quoted here were computed with a short program.
